# Distributed admittance of border traps in a gate dielectric, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: rate equation and Poisson's equation

### What dimensions and locality fix

A dielectric film of permittivity $\varepsilon$ occupies $0 < x < t$, with a semiconductor at $x = 0$ and a metal gate at $x = t$. Inside the film are border traps: electron states that exchange charge with the semiconductor by tunnelling. Their density per volume and per energy is $N$. A trap at depth $x$ captures an electron in a mean time $\tau(x)$, if it is empty. A small voltage of angular frequency $\omega$ is applied, and the capacitance per area is wanted.

Let $C(x)$ be the complex capacitance per area seen from a plane at depth $x$ when looking towards the semiconductor. Adding a thin layer $dx$ changes it in two ways, and to first order in $dx$ the two changes add.

The first change is that of a layer without traps. The only combination of $C$ and $\varepsilon$ with the dimension of $dC/dx$, capacitance per volume, is $C^2/\varepsilon$. Its coefficient follows from capacitors in series: $1/C$ grows by $dx/\varepsilon$, so $dC/dx = -C^2/\varepsilon$.

The second change comes from the traps in the layer. It is proportional to their number, hence to $N$. It does not depend on $C$, because a trap responds to the potential where it sits, whatever lies below. With $q > 0$ the elementary charge, $q^2 N$ is already a capacitance per volume, so only a dimensionless factor can multiply it. If $N$ and the capture rate do not vary with energy, there is no energy with which the thermal energy $kT$ could be compared, and the factor depends on $\omega\tau$ alone. The answer must therefore have the form

$$\frac{dC}{dx} = -\frac{C^2}{\varepsilon} + q^2 N\,K(\omega\tau).$$

At very low frequency the traps stay in equilibrium. A potential $v$ then lowers all levels by $qv$ against the Fermi level and fills $N q v$ more of them per volume. Their charge has magnitude $q^2 N v$, so $K(0) = 1$.

There is also a scaling symmetry. If $\tau = \tau_0 e^{2\kappa x}$, then

$$\omega\tau = \omega\tau_0\,e^{2\kappa x}$$

is unchanged when $\omega$ is multiplied by $b$ and $x$ is reduced by $\ln b/(2\kappa)$. A frequency sweep on a logarithmic scale is thus a sweep of depth on a linear scale. What remains is to find the function $K$, and to show that the argument about layers agrees with electrostatics.

### Conventions and assumptions

Small signals are written as $\mathrm{Re}[v\,e^{j\omega t'}]$, where $t'$ is time, so a time derivative becomes a factor $j\omega$. The potential $v(x)$ is the change caused by the signal, measured from the Fermi level of the semiconductor. The admittance per area is $Y = j\omega C$. A bridge that reports a parallel capacitance and conductance gives $\mathrm{Re}\,C$ and $G = \mathrm{Re}\,Y = -\omega\,\mathrm{Im}\,C$, so the loss is $G/\omega = -\mathrm{Im}\,C$.

The problem is one-dimensional and treated in mean field: each trap feels the potential averaged over the plane. The carriers in the semiconductor follow the signal without delay and have a flat quasi-Fermi level. No steady current crosses the film, and the traps exchange electrons with the semiconductor but not with the gate.

### Why the capture time is exponential

In atomic units, an electron of energy $E$ and effective mass $m$ under a flat barrier of height $V > E$ obeys

$$-\frac{1}{2m}\psi'' + V\psi = E\psi .$$

Rearranged, this is $\psi'' = \kappa^2\psi$ with $\kappa = \sqrt{2m(V - E)}$. For a thick barrier with no electrons arriving from the far side, the decaying solution $\psi \propto e^{-\kappa x}$ applies, and the density falls as $e^{-2\kappa x}$. If the capture rate $R_{\rm in}$ of an empty trap is proportional to the electron density at the trap, then

$$\tau(x) = \frac{1}{R_{\rm in}} = \tau_0\,e^{2\kappa x}.$$

The time $\tau_0$ contains the carrier density and the capture strength, and is a parameter here. A strong static field would tilt the barrier and make $\kappa$ depend on $x$. The differential equation below would survive with the altered $\tau(x)$, but the logarithmic depth scale would be distorted.

For $m = 0.25$ and a barrier of 2 eV, which is 0.0735 hartree, $\kappa = \sqrt{2 \times 0.25 \times 0.0735} = 0.192$ per bohr, or 3.62 per nm. The capture time grows by a factor $e$ every $1/(2\kappa) = 0.138$ nm and by a factor of ten every 0.318 nm.

### Response of one trap level

Let $f$ be the probability that a level of energy $E_t$ is occupied. It changes by capture into empty levels and emission from full ones:

$$\frac{df}{dt'} = R_{\rm in}(1 - f) - R_{\rm out}f .$$

The semiconductor is in equilibrium at Fermi level $E_F$, so detailed balance fixes the ratio of the rates:

$$R_{\rm out} = R_{\rm in}\,e^{\theta}, \qquad \theta = \frac{E_t - E_F}{kT}.$$

Setting $df/dt' = 0$ gives $R_{\rm in}(1 - f_0) = R_{\rm out}f_0$, and hence the Fermi function $f_0 = 1/(1 + e^{\theta})$.

Now apply the signal. An electron has charge $-q$, so the level moves by $-qv$ and $\theta$ changes by $-w$, where $w = qv/kT$. The capture rate may change too, because the signal alters the carrier density at the semiconductor surface and, slightly, the barrier. Write this change as $\delta R_{\rm in} = a R_{\rm in}$, with $a$ small and unknown. Since $R_{\rm out} = R_{\rm in}e^{\theta}$, its change is $\delta R_{\rm out} = (a - w)R_{\rm out}$. To first order the rate equation becomes

$$j\omega\,\delta f = aR_{\rm in}(1 - f_0) - (a - w)R_{\rm out}f_0 - (R_{\rm in} + R_{\rm out})\,\delta f .$$

Collecting the terms in $a$ gives

$$j\omega\,\delta f = a\left[R_{\rm in}(1 - f_0) - R_{\rm out}f_0\right] + wR_{\rm out}f_0 - (R_{\rm in} + R_{\rm out})\,\delta f .$$

The bracket is zero by detailed balance, so the unknown $a$ drops out. This matters physically: part of $v$ falls across the semiconductor and changes the carrier density, and part falls across the film and moves the level against the band edge. The trap responds to the sum of the two, not to the parts separately.

Two substitutions finish the step. Detailed balance gives $R_{\rm out}f_0 = R_{\rm in}(1 - f_0)$. It also gives

$$R_{\rm in} + R_{\rm out} = R_{\rm in}\left(1 + \frac{1 - f_0}{f_0}\right) = \frac{R_{\rm in}}{f_0} = \frac{1}{\tau f_0}.$$

Therefore $\left(j\omega + 1/(\tau f_0)\right)\delta f = w(1 - f_0)/\tau$. Multiplying by $\tau f_0$ yields

$$\delta f = \frac{qv}{kT}\,\frac{f_0(1 - f_0)}{1 + j\omega\tau f_0}.$$

The relaxation time is $\tau f_0$, not $\tau$. A level well above the Fermi level is nearly always empty, because it emits much faster than it captures, and so it relaxes quickly.

### Sum over trap levels

At a given depth the change in trapped electron density is $\delta n = \int N\,\delta f\,dE_t$. Assume that $N$ and $R_{\rm in}$ are constant over the levels that contribute. The derivative of the Fermi function is

$$\frac{df_0}{dE_t} = -\frac{f_0(1 - f_0)}{kT},$$

so $f_0$ itself can serve as the integration variable. As $E_t$ runs upwards, $f_0$ runs from 1 to 0, and the minus sign reverses the limits:

$$\delta n = Nqv\int_0^1\frac{df}{1 + j\omega\tau f} = Nqv\,\frac{\ln(1 + j\omega\tau)}{j\omega\tau}.$$

The charge magnitude is $q\,\delta n = q^2NKv$. With $u = \omega\tau$ and $\ln(1 + ju) = \tfrac12\ln(1 + u^2) + j\arctan u$, the unknown function is

$$K(u) = \frac{\ln(1 + ju)}{ju} = \frac{\arctan u}{u} - j\,\frac{\ln(1 + u^2)}{2u}.$$

For small $u$ this tends to 1, as required. For large $u$ its loss part falls as $\ln u/u$, more slowly than the $1/u$ of a single relaxation time. The logarithm comes from levels with $f_0$ between about $1/u$ and 1. They lag behind the signal, and their loss adds up to about $\int_{1/u}^1 df/(uf) = \ln u/u$. Levels with such $f_0$ extend up to about $kT\ln u$ above $E_F$. $N$ and $R_{\rm in}$ must be nearly constant over this energy range and a few $kT$ beyond each end of it.

### From Poisson's equation to the admittance equation

The electric field of the signal is $-v'$, where a prime means $d/dx$. The trapped charge density is $-q\,\delta n$. Gauss's law, $(-\varepsilon v')' = -q\,\delta n$, becomes

$$\varepsilon v'' = q\,\delta n = q^2NK\,v .$$

Define $J = j\omega\varepsilon v'$. This is the displacement current density flowing towards the semiconductor, that is, towards smaller $x$. Its derivative is

$$J' = j\omega\varepsilon v'' = y\,v, \qquad y = j\omega q^2NK = q^2N\,\frac{\ln(1 + j\omega\tau)}{\tau}.$$

At the gate, Gauss's law gives a metal charge per area $\varepsilon v'(t)$. The current supplied to the gate is $j\omega$ times this charge, which is $J(t)$. The measured admittance is therefore $Y(t)$, where $Y(x) = J(x)/v(x)$.

At the semiconductor, let $\delta Q_s$ be the change in its charge per area, and define $C_s = -\delta Q_s/v(0)$. The field just inside the film satisfies $-\varepsilon v'(0) = \delta Q_s$, so $\varepsilon v'(0) = C_sv(0)$ and $Y(0) = j\omega C_s$. Traps at the interface itself add their own admittance to this starting value.

Differentiating the quotient, and using $J' = yv$ and $v' = J/(j\omega\varepsilon)$, gives

$$Y' = \frac{J'}{v} - \frac{Jv'}{v^2} = y - \frac{1}{j\omega\varepsilon}\frac{J^2}{v^2}.$$

This is the distributed admittance equation:

$$\boxed{\frac{dY}{dx} = -\frac{Y^2}{j\omega\varepsilon} + \frac{q^2N\ln(1 + j\omega\tau_0e^{2\kappa x})}{\tau_0e^{2\kappa x}}, \qquad Y(0) = j\omega C_s.}$$

Inserting $Y = j\omega C$ and dividing by $j\omega$ turns the first term into $-C^2/\varepsilon$ and the second into $q^2NK$. This is the form that dimensions required.

The quotient needs $v \neq 0$. To check this, multiply Poisson's equation by the complex conjugate $v^*$ and use $(v^*\varepsilon v')' = \varepsilon|v'|^2 + q^2NK|v|^2$. Integration from 0 to $x$ gives

$$C(x)|v(x)|^2 = C_s|v(0)|^2 + \int_0^x\left(\varepsilon|v'|^2 + q^2NK|v|^2\right)dx_1,$$

where the left side stands for $v^*\varepsilon v'$ at $x$. The real part of the right side is positive, since $\mathrm{Re}\,K > 0$ and $C_s > 0$. Hence $v(x)$ cannot vanish.

### The two limits

If no trap follows, $K = 0$, and the series value results: $1/C_0 = 1/C_s + t/\varepsilon$. If all follow, $K = 1$ and $v'' = v/\lambda^2$, with screening length $\lambda = \sqrt{\varepsilon/(q^2N)}$. Write $v = A\cosh(x/\lambda) + B\sinh(x/\lambda)$ and $C_\lambda = \varepsilon/\lambda$. The condition at $x = 0$ is $C_\lambda B = C_sA$. Then $C = \varepsilon v'(t)/v(t)$, after division of numerator and denominator by $\cosh(t/\lambda)$, is

$$C_{\rm static} = C_\lambda\,\frac{C_s + C_\lambda\tanh(t/\lambda)}{C_\lambda + C_s\tanh(t/\lambda)}.$$

Take round model parameters: $t = 5$ nm, relative permittivity 16, $C_s = 2$ µF/cm², $N = 2\times10^{19}$ cm⁻³ eV⁻¹ and $\tau_0 = 10^{-10}$ s. Then $\varepsilon = 14.17$ µF/cm² nm and $q^2N = 0.320$ µF/cm² per nm. Without trap response, $1/C_0 = 0.500 + 5/14.17 = 0.853$ cm²/µF, so $C_0 = 1.17$ µF/cm². With full response, $\lambda = \sqrt{14.17/0.320} = 6.65$ nm, $C_\lambda = 2.13$ µF/cm² and $\tanh(5/6.65) = 0.636$. The formula gives $2.13 \times 3.36/3.40 = 2.10$ µF/cm².

The upper limit is formal. The capture time at the gate would be $5.4\times10^5$ s, about six days, and a real trap there would exchange with the gate long before. The lower limit needs $\omega\tau_0 \gg 1$, where the assumption of instantly following carriers is itself doubtful. Ordinary measurements lie between the two.

## Second derivation: relaxation and layers, with a comparison

### Symbols and results carried over

The film has permittivity $\varepsilon$ and thickness $t$; $x$ is depth from the semiconductor, whose capacitance per area is $C_s$. Border traps have density $N$ per volume and energy and capture time $\tau = \tau_0e^{2\kappa x}$. A level with equilibrium occupation $f_0$ has capture rate $R_{\rm in} = 1/\tau$ and emission rate $R_{\rm out} = R_{\rm in}(1 - f_0)/f_0$. The signal potential $v$ is measured from the semiconductor Fermi level, and $w = qv/kT$. Looking from $x$ towards the semiconductor one sees $Y = j\omega C$. The first derivation gave

$$\frac{dC}{dx} = -\frac{C^2}{\varepsilon} + q^2NK(\omega\tau), \qquad K(u) = \frac{\ln(1 + ju)}{ju}, \qquad C(0) = C_s .$$

The second derivation uses neither perturbed rates nor a differential equation for the potential.

### Trap response from relaxation to equilibrium

Hold a small constant potential $v$ for a long time. Whatever the rates are, the level comes to equilibrium, and its occupation is the Fermi function with the level lowered by $qv$. To first order the excess is $f_0(1 - f_0)w$.

Now remove the potential at time zero. The semiconductor recovers at once, so the rates are again the unperturbed ones, and the excess decays at the rate

$$\Gamma = R_{\rm in} + R_{\rm out} = \frac{1}{\tau f_0}.$$

By linearity, switching the potential on produces the complement, $f_0(1 - f_0)w\,(1 - e^{-\Gamma t'})$. Its time derivative is the response to a short pulse, and a sinusoidal signal is a succession of pulses. Summing over the delay $t'$ gives

$$\delta f = wf_0(1 - f_0)\int_0^\infty\Gamma e^{-\Gamma t'}e^{-j\omega t'}dt' = \frac{wf_0(1 - f_0)\,\Gamma}{\Gamma + j\omega} = \frac{wf_0(1 - f_0)}{1 + j\omega\tau f_0}.$$

This is the earlier result. The factor $f_0(1 - f_0)$ has a direct meaning: the occupation number is 0 or 1 and equals its own square, so its thermal variance is $f_0 - f_0^2$. The response is the equilibrium fluctuation divided by $kT$, filtered by the relaxation.

For levels spread uniformly in energy, $f_0(1 - f_0)\,dE_t/kT$ is the width $df$ of the corresponding interval of occupation. The traps at one depth therefore respond as an average of simple relaxations with times $\tau f$, where $f$ is spread uniformly between 0 and 1:

$$K(\omega\tau) = \int_0^1\frac{df}{1 + j\omega\tau f} = \frac{\ln(1 + j\omega\tau)}{j\omega\tau}.$$

The rate equation and Poisson's equation have given the distributed admittance equation, and relaxation to equilibrium has reproduced its trap response $K$. It remains to rebuild the film layer by layer, to find what the measured loss reveals about the traps, and to compare the assumptions of the two derivations.

Numerical values quoted here were computed with a short program.
